# Spin-flip lifetime near a metal: the near-field law and its first correction: a program that tests the result

```python
"""Spin-flip lifetime of a trapped atom above a thick metal surface.

Result under test, for height z << skin depth and hbar*omega << k*T:
    rate = 3 muB^2 mu0^2 k T sigma / (128 pi hbar^2 z)
for the state F=2, m=2 (nuclear spin 3/2), bias field parallel to the surface.
sigma: conductivity, T: metal temperature, omega: Larmor angular frequency.
Noise spectra are two-sided: S = integral dt exp(i omega t) <B(t)B(0)>.
Axes: z is normal to the surface, the bias field is along x.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, dblquad, trapezoid
from scipy.linalg import expm

mu0, eps0, c = const.mu_0, const.epsilon_0, const.c
hbar, kB = const.hbar, const.k
muB = const.physical_constants["Bohr magneton"][0]

# Round model parameters
sigma, T = 5.0e7, 300.0
f_larmor, f_hyperfine = 1.0e6, 7.0e9
z_atom = 5.0e-6
omega = 2 * np.pi * f_larmor
omega_hf = 2 * np.pi * f_hyperfine


def skin_depth(w):
    return np.sqrt(2 / (mu0 * sigma * w))


def near_noise(z):
    """Normal component of the noise, close to the metal."""
    return mu0**2 * kB * T * sigma / (16 * np.pi * z)


def near_rate(z):
    return 3 * muB**2 * mu0**2 * kB * T * sigma / (128 * np.pi * hbar**2 * z)


def full_noise(z, w):
    """Normal and parallel noise from the reflected evanescent field."""
    k = w / c
    q = mu0 * sigma * w
    t = np.linspace(np.log(1e-7 / z), np.log(45 / z), 8001)
    kap = np.exp(t)
    kap1 = np.sqrt(kap**2 - 1j * q)
    eps = 1 + 1j * sigma / (eps0 * w)
    r_s = 1j * q / (kap + kap1)**2
    r_p = (eps * kap - kap1) / (eps * kap + kap1)
    damp = np.exp(-2 * kap * z) * kap
    chi_n = mu0 / (4 * np.pi) * trapezoid((kap**2 + k**2) * r_s.imag * damp, t)
    chi_p = mu0 / (8 * np.pi) * trapezoid(
        (kap**2 * r_s.imag + k**2 * r_p.imag) * damp, t)
    return 2 * kB * T / w * chi_n, 2 * kB * T / w * chi_p


# Noise from dissipated power, checked on an RL loop in thermal equilibrium.
# Units: k*T = 1, field per current = 1, driving dipole amplitude = 1.
R, L, w0 = 2.0, 3.0, 0.7
corr_ft = 2 * quad(lambda s: np.exp(-R * s / L) / L, 0, np.inf,
                   weight="cos", wvar=w0)[0]
power = 0.5 * R * abs(w0 / (R - 1j * w0 * L))**2
assert abs(corr_ft / (4 * power / w0**2) - 1) < 1e-6

# Induced field of a parallel dipole: its curl must be the dipole field.
X, Y, Z = sp.symbols("X Y Z", real=True)
rr = sp.sqrt(X**2 + Y**2 + Z**2)
psi = X / (rr * (rr - Z))          # metal lies at negative Z, depth h = -Z
Ex, Ey = -sp.diff(psi, Y), sp.diff(psi, X)
curl = [-sp.diff(Ey, Z), sp.diff(Ex, Z), sp.diff(Ey, X) - sp.diff(Ex, Y)]
dipole = [3 * X * X / rr**5 - 1 / rr**3, 3 * X * Y / rr**5, 3 * X * Z / rr**5]
for point in ((0.3, 0.8, -1.1), (-1.2, 0.4, -0.6)):
    place = dict(zip((X, Y, Z), point))
    for a, b in zip(curl, dipole):
        assert abs(float((a - b).subs(place).evalf())) < 1e-10


def heat_integral(parallel):
    """Volume integral of the squared induced field, atom at unit height."""
    def integrand(s, v):
        h = 1 / v
        rho = h * s
        if parallel:
            def f(u):
                r = np.hypot(u, h)
                return u / (r * (r + h))
            step = 1e-4 * h
            slope = (f(rho + step) - f(rho - step)) / (2 * step)
            e2 = np.pi * (slope**2 + (f(rho) / rho)**2)
        else:
            e2 = 2 * np.pi * rho**2 / np.hypot(rho, h)**6
        return e2 * rho * h**3
    return dblquad(integrand, 0, 1, 0, np.inf, epsabs=1e-8, epsrel=1e-7)[0]


heat_n, heat_p = heat_integral(False), heat_integral(True)
prefactor = 2 * kB * T * sigma * (mu0 / (4 * np.pi))**2 / z_atom
assert abs(prefactor * heat_n / near_noise(z_atom) - 1) < 1e-5
assert abs(prefactor * heat_p / near_noise(z_atom) - 0.5) < 1e-5

# Reflection integral: near law, first correction, far law.
delta = skin_depth(omega)
s_n, s_p = full_noise(1e-4 * delta, omega)
assert abs(s_n / near_noise(1e-4 * delta) - 1) < 1e-3
assert abs(s_p / s_n - 0.5) < 1e-4
slope_num = (1 - full_noise(1e-3 * delta, omega)[0]
             / near_noise(1e-3 * delta)) / 1e-3
assert abs(slope_num / (32 / 15) - 1) < 1e-2
far = 1000.0                        # next term is of relative size 2/far
far_ratio = full_noise(far * delta, omega)[0] / near_noise(far * delta)
assert abs(far_ratio / (1.5 / far**3) - 1) < 5e-3


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return (up + up.T) / 2, (up - up.T) / 2j, np.diag(m)


# Transition weights from the hyperfine Hamiltonian in a weak bias field.
electron = [np.kron(a, np.eye(4)) for a in spin_matrices(0.5)]
nucleus = [np.kron(np.eye(2), a) for a in spin_matrices(1.5)]
H = sum(a @ b for a, b in zip(electron, nucleus)) + 2e-4 * electron[2]
vec = np.linalg.eigh(H)[1]          # top state is F=2, m=2; next is F=2, m=1
elements = abs(vec.conj().T @ (2 * electron[0]) @ vec[:, 7])**2
weight_zeeman, weight_hf = elements[6], elements[:3].sum()
assert abs(weight_zeeman - 0.25) < 1e-3
assert abs(weight_hf - 0.75) < 1e-3
rate_golden = (muB / hbar)**2 * weight_zeeman * prefactor * (heat_n + heat_p)
assert abs(rate_golden / near_rate(z_atom) - 1) < 4e-3

# Ladder of Zeeman levels; time unit is the first-flip lifetime.
ladder = abs(spin_matrices(2)[0])**2
rates = ladder - np.diag(ladder.sum(axis=0))
trapped = rates[:2, :2]             # m=2 and m=1 kept, m=0 lost at once
loss_factor = -np.linalg.inv(trapped)[:, 0].sum()
assert abs(loss_factor - 7 / 3) < 1e-10

# Direct simulation: precessing spins kicked by unequal random y, z fields.
rng = np.random.default_rng(7)
n_spins, n_steps, t_end = 40000, 300, 0.5
n = np.zeros((3, n_spins))
n[0] = 1.0
dt = t_end / n_steps
for _ in range(n_steps):
    ay = rng.normal(0, np.sqrt(dt / 3), n_spins)
    az = rng.normal(0, np.sqrt(2 * dt / 3), n_spins)
    angle = np.hypot(ay, az)
    uy, uz = ay / angle, az / angle
    co, si = np.cos(angle), np.sin(angle)
    along = (uy * n[1] + uz * n[2]) * (1 - co)
    nx = n[0] * co + (uy * n[2] - uz * n[1]) * si
    ny = n[1] * co + uz * n[0] * si + uy * along
    nz = n[2] * co - uy * n[0] * si + uz * along
    n = np.array([nx, ny * np.cos(1.0) - nz * np.sin(1.0),
                  ny * np.sin(1.0) + nz * np.cos(1.0)])
survival_sim = np.mean(((1 + n[0]) / 2)**4)
survival_rate = expm(rates * t_end)[0, 0]
assert abs(survival_sim - survival_rate) < 0.01   # over five standard errors


def full_rate(z):
    return (muB / hbar)**2 * 0.25 * sum(full_noise(z, omega))


rate_hf = (muB / hbar)**2 * 0.75 * sum(full_noise(z_atom, omega_hf))
tau_near, tau_full = 1 / near_rate(z_atom), 1 / full_rate(z_atom)
tau_normal_bias = 1 / ((muB / hbar)**2 * 0.25 * near_noise(z_atom))
assert tau_full > tau_near

print(f"conductivity: {sigma:.2e} S/m")
print(f"metal temperature: {T:.0f} K")
print(f"Larmor frequency: {f_larmor / 1e6:.1f} MHz")
print(f"hyperfine frequency: {f_hyperfine / 1e9:.1f} GHz")
print(f"atom height: {z_atom * 1e6:.1f} um")
print(f"Larmor quantum / thermal energy: {hbar * omega / (kB * T):.2e}")
print(f"hyperfine quantum / thermal energy: {hbar * omega_hf / (kB * T):.2e}")
print(f"skin depth at Larmor frequency: {delta * 1e6:.1f} um")
print(f"skin depth at hyperfine freq.: {skin_depth(omega_hf) * 1e6:.3f} um")
print(f"height / skin depth: {z_atom / delta:.4f}")
print(f"heat integral, vertical dipole: {heat_n:.6f} (unit height)")
print(f"heat integral, parallel dipole: {heat_p:.6f} (unit height)")
print(f"normal noise S_zz, near law: {near_noise(z_atom):.3e} T^2/Hz")
print(f"normal noise amplitude: {np.sqrt(near_noise(z_atom)):.3e} T/sqrt(Hz)")
print(f"weight to F=2, m=1: {weight_zeeman:.4f}")
print(f"total weight to F=1: {weight_hf:.4f}")
print(f"first-flip rate, near law: {near_rate(z_atom):.3f} 1/s")
print(f"first-flip lifetime, near law: {tau_near:.3f} s")
print(f"first-flip rate, full integral: {full_rate(z_atom):.3f} 1/s")
print(f"first-flip lifetime, full integral: {tau_full:.3f} s")
print(f"near-law lifetime, bias along normal: {tau_normal_bias:.3f} s")
print(f"loss time / first-flip time: {loss_factor:.4f}")
print(f"loss time, full integral: {loss_factor * tau_full:.3f} s")
print(f"extra rate to F=1: {rate_hf:.4f} 1/s")
print(f"extra rate / first-flip rate: {rate_hf / full_rate(z_atom):.4f}")
print(f"first correction coefficient, numerical: {slope_num:.4f}")
print(f"first correction coefficient, 32/15: {32 / 15:.4f}")
print(f"simulated survival in m=2 at half a lifetime: {survival_sim:.4f}")
print(f"rate-equation survival, same time: {survival_rate:.4f}")
print("height um | near-law lifetime s | full lifetime s | rate full/near")
for z_um in (1, 2, 5, 10, 20, 50, 100):
    z = z_um * 1e-6
    print(f"{z_um:4d} | {1 / near_rate(z):.4f} | {1 / full_rate(z):.4f}"
          f" | {full_rate(z) / near_rate(z):.4f}")
print("tests ok")
```

It prints:

```
conductivity: 5.00e+07 S/m
metal temperature: 300 K
Larmor frequency: 1.0 MHz
hyperfine frequency: 7.0 GHz
atom height: 5.0 um
Larmor quantum / thermal energy: 1.60e-07
hyperfine quantum / thermal energy: 1.12e-03
skin depth at Larmor frequency: 71.2 um
skin depth at hyperfine freq.: 0.851 um
height / skin depth: 0.0702
heat integral, vertical dipole: 1.570796 (unit height)
heat integral, parallel dipole: 0.785398 (unit height)
normal noise S_zz, near law: 1.301e-21 T^2/Hz
normal noise amplitude: 3.607e-11 T/sqrt(Hz)
weight to F=2, m=1: 0.2500
total weight to F=1: 0.7500
first-flip rate, near law: 3.774 1/s
first-flip lifetime, near law: 0.265 s
first-flip rate, full integral: 3.261 1/s
first-flip lifetime, full integral: 0.307 s
near-law lifetime, bias along normal: 0.397 s
loss time / first-flip time: 2.3333
loss time, full integral: 0.715 s
extra rate to F=1: 0.0583 1/s
extra rate / first-flip rate: 0.0179
first correction coefficient, numerical: 2.1302
first correction coefficient, 32/15: 2.1333
simulated survival in m=2 at half a lifetime: 0.6701
rate-equation survival, same time: 0.6700
height um | near-law lifetime s | full lifetime s | rate full/near
   1 | 0.0530 | 0.0546 | 0.9706
   2 | 0.1060 | 0.1125 | 0.9424
   5 | 0.2650 | 0.3066 | 0.8642
  10 | 0.5300 | 0.7048 | 0.7520
  20 | 1.0600 | 1.8308 | 0.5790
  50 | 2.6499 | 9.0734 | 0.2921
 100 | 5.2998 | 45.2873 | 0.1170
tests ok
```
